# Why Indirect Luminescence and Absorption Edges Differ by Two Phonon Energies

Suppose a luminescence spectrum of a cold indirect semiconductor has its low-energy edge at 1.112 eV, and a device calculation needs the gap. The phonon involved has an energy of 58 meV. Should it be added or subtracted? Adding gives 1.170 eV, subtracting gives 1.054 eV, and the two differ by 116 meV. For an absorption threshold the correct choice is the opposite one, although a phonon is emitted in both experiments. The reason is that different partners pay for the phonon: in luminescence the electron–hole pair pays, in absorption the photon does.

## A model with one valley

Let the valence maximum lie at wavevector zero and the conduction minimum at $K$. Their energy difference is the indirect gap $E_g$. A conduction state at wavevector zero lies at the higher energy $E_d$. The symbol $\Omega$ denotes a phonon energy, with $\hbar$ already included, and $\hbar\omega$ is the photon energy.

Three electronic situations are enough:

- $v$: no pair and one photon present;
- $c_0$: photon absorbed, electron at wavevector zero;
- $c_K$: photon absorbed, electron in the valley.

In the last two the hole stays at wavevector zero. I write a full state as $|e;n_+,n_-\rangle$, where $n_\pm$ counts phonons of wavevector $\pm K$. Without couplings the energies are

$$
\hbar\omega+\Omega N,\qquad E_d+\Omega N,\qquad E_g+\Omega N,\qquad N=n_++n_- .
$$

Light couples $v$ to $c_0$ with strength $d$ and leaves the phonons alone. Lattice vibration couples $c_0$ to $c_K$ with strength $g$. To gain wavevector $K$, the electron either destroys a phonon $+K$ or creates a phonon $-K$. The reverse step creates $+K$ or destroys $-K$.

The photon's own momentum has been dropped. For the silicon-like numbers used below, its wavevector in the crystal is 0.0208 nm$^{-1}$, against 9.84 nm$^{-1}$ for the valley, or about 0.2 percent. Light therefore cannot carry the electron to the valley by itself.

One energy $\Omega$ serves for both phonons. The force constants $\Phi(R)$ of the lattice are real, so the dynamical matrix $D(q)=\sum_R\Phi(R)e^{iqR}$ obeys $D(-q)=D(q)^*$. It is Hermitian, its eigenvalues are real, and complex conjugation leaves them unchanged. Hence $\Omega(-K)=\Omega(K)$.

## Two processes, one created phonon each

Start absorption with a cold lattice, $|v;0,0\rangle$. The path to the valley is

$$
|v;0,0\rangle\;\to\;|c_0;0,0\rangle\;\to\;|c_K;0,1\rangle .
$$

Start luminescence with an electron in the valley and a cold lattice:

$$
|c_K;0,0\rangle\;\to\;|c_0;1,0\rangle\;\to\;|v;1,0\rangle .
$$

The intermediate state need not conserve energy, because it is only virtually occupied. The first and last states must match in energy for a lasting transition. This gives

$$
\hbar\omega_{\rm abs}=E_g+\Omega,\qquad
E_g=\hbar\omega_{\rm lum}+\Omega .
$$

In both equations $\Omega$ stands on the side of the final state, since the phonon is a product in both processes. The photon, however, changes sides: it is an input to absorption and a product of luminescence. Solving the second equation for the photon energy turns the sign of $\Omega$ around:

$$
\hbar\omega_{\rm lum}=E_g-\Omega,\qquad
\hbar\omega_{\rm abs}-\hbar\omega_{\rm lum}=2\Omega .
$$

The two processes are not reverses of each other. The reverse of the luminescence above starts from $|v;1,0\rangle$ and destroys an existing phonon. A cold lattice does not supply one.

## Solving for the resonance

The energy matching can be derived from the Hamiltonian. For absorption, keep the three states of the path, with amplitudes $a_v$, $a_0$ and $a_K$. An eigenstate of energy $E$ satisfies

$$
\begin{aligned}
(E-\hbar\omega)a_v&=d\,a_0,\\
(E-E_d)a_0&=d\,a_v+g\,a_K,\\
(E-E_g-\Omega)a_K&=g\,a_0 .
\end{aligned}
$$

The second line gives $a_0=(d\,a_v+g\,a_K)/(E-E_d)$. Insert this in the other two:

$$
\begin{aligned}
\left(E-\hbar\omega-\frac{d^2}{E-E_d}\right)a_v&=M a_K,\\
\left(E-E_g-\Omega-\frac{g^2}{E-E_d}\right)a_K&=M a_v,
\end{aligned}
\qquad M=\frac{dg}{E-E_d}.
$$

This is a two-level problem with coupling $M$. Near resonance $E\approx E_g+\Omega$ may be used in the small terms. If the shifted levels are $A$ and $B$, the eigenvalues are $\tfrac12(A+B)\pm\tfrac12\sqrt{(A-B)^2+4M^2}$. Their distance is smallest, $2|M|$, when $A=B$. There the system oscillates fully between the two states and on average has left its starting state half of the time.

For luminescence the total energy is near $E_g$ and the intermediate energy is $E_d+\Omega$. To leading order in the couplings, therefore,

$$
|M_{\rm abs}|=\frac{dg}{E_d-E_g-\Omega},\qquad
|M_{\rm lum}|=\frac{dg}{E_d-E_g+\Omega}.
$$

Take $E_g=1.17$ eV, $\Omega=58$ meV, $E_d=3.4$ eV and round couplings $d=g=10$ meV. Then

$$
|M_{\rm abs}|=\frac{(0.010)^2}{2.172}\ {\rm eV}=46.04\ \mu{\rm eV},\qquad
|M_{\rm lum}|=\frac{(0.010)^2}{2.288}\ {\rm eV}=43.71\ \mu{\rm eV}.
$$

Diagonalizing the model with up to three phonons in each mode gives 46.04 and 43.72 μeV. Scanning the photon energy without presupposing the answer places the resonances at 1.22796 eV for absorption and 1.11200 eV for luminescence.

Their separation is 115.96 meV, short of 116 meV by 0.04 meV. The level shifts account for this. In absorption, the three-state calculation lowers the photon state by $d^2/(E_d-E_g-\Omega)$ and the valley state by $g^2/(E_d-E_g-\Omega)$. These cancel in the resonance condition because $d=g$. The larger model also couples the final state $|c_K;0,1\rangle$ to $|c_0;1,1\rangle$, which lowers it by a further

$$
\frac{g^2}{E_d-E_g+\Omega}=43.7\ \mu{\rm eV}\approx0.04\ {\rm meV}.
$$

In luminescence the shifts of initial and final state are $g^2/(E_d-E_g+\Omega)$ and $d^2/(E_d-E_g+\Omega)$, which cancel here, again because $d=g$. The discrepancy thus belongs to a model with one strongly coupled mode of each kind. In a large crystal the coupling to each mode falls as the inverse square root of the volume, so the shift caused by one created phonon or one photon vanishes. The sum over all phonon modes leaves a shift of the electron's energy that is common to both processes and is part of the measured $E_g$.

The model also shows what happens when the photon energy is too low. With no phonon at the start and $\hbar\omega$ between 1.0 eV and the gap, the time-averaged probability of having left the initial state never exceeds $4.1\times10^{-5}$ in the scan. Most of this is the virtual admixture of $c_0$, about $2d^2/(E_d-\hbar\omega)^2=4.0\times10^{-5}$ at the gap; no real transition takes place. If a phonon $+K$ is supplied, a full resonance appears at 1.11200 eV, the luminescence energy. What was missing at this photon energy was the phonon.

## From resonances to edges

In a crystal, electrons and holes may have kinetic energies $x$ and $y$ above their band edges. The pair energy is $E_g+x+y$, never below $E_g$. Phonons of all wavevectors are available, so $x$ and $y$ vary independently. For parabolic bands each has a density of states proportional to the square root of its energy. Unequal masses along different axes change the prefactor only. Assume that $M$ and $\Omega$ are constant near the band edges, and neglect for now the attraction between electron and hole. The density of pairs with total kinetic energy $u$ is proportional to

$$
J(u)=\int_0^u\sqrt{x(u-x)}\,dx .
$$

Put $x=u\sin^2\theta$. Then $\sqrt{x(u-x)}=u\sin\theta\cos\theta$ and $dx=2u\sin\theta\cos\theta\,d\theta$, so

$$
J(u)=2u^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi}{8}u^2 ,
$$

because the last integral is $\pi/16$. For $u<0$, $J=0$.

Cold absorption therefore rises as $(\hbar\omega-E_g-\Omega)^2$ from its threshold. In luminescence, dilute thermal carriers add the factor $e^{-x/kT}e^{-y/kT}=e^{-u/kT}$, with $u=\hbar\omega-E_g+\Omega$. The line has the shape $u^2e^{-u/kT}$. It starts at $E_g-\Omega$ and peaks where $2/u=1/kT$, that is, at $u=2kT$.

The factor of two in the phonon energy thus refers to edges, not to the luminescence peak. At 20 K, $kT=1.723$ meV and the peak lies 3.45 meV above the edge, at 1.1154 eV. The distance from this peak to the absorption threshold at 1.228 eV is 112.6 meV.

## Why reversibility is not violated

A crystal that emits just above $E_g-\Omega$ must also be able to absorb there. It can, but only weakly. If $n$ is the mean thermal phonon number, the squared matrix element for destroying a phonon averages to $n$ and that for creating one to $n+1$. With $n=1/(e^{\Omega/kT}-1)$,

$$
n+1=\frac{e^{\Omega/kT}}{e^{\Omega/kT}-1},\qquad
\frac{n}{n+1}=e^{-\Omega/kT}.
$$

Let $s=\hbar\omega-E_g$. Apart from factors common to both branches at a given photon energy, absorption is

$$
\alpha(s)=n\,J(s+\Omega)+(n+1)\,J(s-\Omega).
$$

The first term destroys a phonon, the second creates one. Emission reverses each of them, so the weights $n$ and $n+1$ change places, and each term acquires the thermal occupation of its pairs:

$$
r(s)=(n+1)J(s+\Omega)e^{-(s+\Omega)/kT}+nJ(s-\Omega)e^{-(s-\Omega)/kT}.
$$

Now use $(n+1)e^{-\Omega/kT}=n$ in the first term and $n\,e^{\Omega/kT}=n+1$ in the second:

$$
r(s)=e^{-s/kT}\left[nJ(s+\Omega)+(n+1)J(s-\Omega)\right]=e^{-s/kT}\alpha(s).
$$

Detailed balance holds at every photon energy. The tiny absorption just above $E_g-\Omega$ is compensated by the much larger thermal weight of pairs at the bottom of the bands. Luminescence is strong there because pairs have been put there by excitation and creating a phonon needs no thermal help.

## The warm limit

The separation appears when phonon-destroying absorption is frozen out. At 20 K, $n/(n+1)=2.42\times10^{-15}$. At 10 meV above the upper threshold, that branch has $u=2\times58+10=126$ meV, while the phonon-creating branch has $u=10$ meV. Their ratio is

$$
\frac{n}{n+1}\left(\frac{126}{10}\right)^2=3.85\times10^{-13}.
$$

At 300 K, holding the gap and phonon energy fixed for comparison, $n/(n+1)=0.106$ and the same ratio is 16.8. For pairs without attraction the phonon-destroying branch now dominates just above $E_g+\Omega$, and absorption begins at $E_g-\Omega$, where luminescence also begins. The separation of the lowest edges has gone, although the phonon-creating branch still sets in at $E_g+\Omega$.

A small phonon number alone is not a sufficient criterion. The ratio $n/(n+1)$ reaches one percent at 146 K, yet for pairs without attraction the quadratic factor of about 159 makes the two branches comparable 10 meV above the upper threshold. The closer one looks to that threshold, the colder the lattice must be.

## What exciton binding changes

Let the electron and hole form a free exciton with binding energy $E_x$. The lowest pair energy becomes $E_g-E_x$ in both energy balances:

$$
\hbar\omega_{\rm abs}=E_g-E_x+\Omega,\qquad
\hbar\omega_{\rm lum}=E_g-E_x-\Omega .
$$

The difference is still $2\Omega$. Neglecting binding is needed to place the edges symmetrically about the gap; the separation does not require it. With $E_x=15$ meV the edges move to 1.213 and 1.097 eV. Their midpoint is then 1.155 eV, which is the exciton energy, and 15 meV must be added to obtain the gap. Repeating the diagonalization with the lower pair energy leaves the separation at 115.96 meV.

The line shape does change. A free exciton has one centre-of-mass motion instead of two independent kinetic energies, so its density of states is proportional to $\sqrt u$. The maximum of $\sqrt u\,e^{-u/kT}$ satisfies $1/(2u)=1/kT$, or $u=kT/2=0.86$ meV at 20 K.

The attraction also acts on pairs that stay unbound. Near threshold it raises the probability of finding electron and hole at the same place by a factor proportional to $1/\sqrt{x}$, where $x$ is now the energy of their relative motion. This cancels the $\sqrt{x}$ in the density of states, so $J\propto\int_0^u\sqrt{u-x}\,dx\propto u^{3/2}$, and the line of unbound pairs peaks at $3kT/2$ instead of $2kT$. The ratios in the warm limit shrink as well. With $E_x=15$ meV, and bound and unbound pairs both counted, the 300 K ratio of 16.8 at 10 meV above $E_g+\Omega$ becomes about 0.8. That energy lies 25 meV above the excitonic threshold $E_g-E_x+\Omega$; at 10 meV above this threshold the ratio is about 1.3.

The separation fails to be $2\Omega$ when the two edges belong to different electronic states. Exciton luminescence compared with the onset of unbound-pair absorption gives $2\Omega+E_x=131$ meV. An exciton trapped at an impurity, if it emits the same phonon, gives a still lower photon energy and increases the distance by its trapping energy.

## Silicon-like numbers and real samples

The gap, phonon energy, binding energy and direct energy used here are rough values for silicon and its transverse optical phonon. The free-pair edges correspond to 1115 nm in luminescence and 1010 nm in absorption. In real silicon at 20 K the assumption of unbound pairs fails. For a density of $10^{15}$ cm$^{-3}$ and silicon-like masses, an ideal-gas balance between free carriers and excitons leaves only about 5 percent of the pairs unbound. Luminescence then starts at the exciton edge, 15 meV lower. Absorption also starts 15 meV lower, because light can create a bound pair directly. That density is 0.2 percent of the effective number of conduction-band states, so Boltzmann statistics are adequate.

Silicon also has other phonons that can reach the valley. A branch at roughly 18 meV has free-pair edges at 1.152 and 1.188 eV, its own separation being 36 meV. The lowest absorption threshold of a cold sample may therefore belong to this branch. Pairing it with the luminescence edge of the 58 meV phonon gives 76 meV, which is the sum of two different phonon energies.

The variation of $\Omega$ with wavevector matters much less. For a linear slope of speed $v$, minimizing the electron's energy $\hbar^2k^2/2m\pm\hbar vk$ gives $-mv^2/2$ for either sign, and the hole contributes likewise. Both edges fall by the same amount, 36 μeV for a slope of 3 km/s, which is generous for this optical branch, and their separation is unchanged.

Temperature must also be the same in both measurements. Between 0 and 20 K the gap of silicon hardly moves: a rough gap law gives 0.3 meV, and even that is too much, because its quadratic form freezes out more slowly than the phonons do. Between 0 and 300 K the same law lowers the gap by 45 meV. Comparing cold luminescence with room-temperature absorption would mix this shift with the change of phonon branch. Disorder or impurities can supply the missing momentum without a phonon, which adds edges at the pair energy itself, or below it by the trapping energy if the exciton is trapped.

The rule needs dilute, nondegenerate carriers and an edge identified as the one-phonon line of free pairs or free excitons. Two-phonon replicas, trapped excitons and, at higher pair densities, the electron–hole liquid emit at lower energies; in heavily doped material band filling raises the absorption threshold and the gap itself narrows. Within these conditions, the opening question has a definite answer: add the phonon energy to a cold luminescence edge, subtract it from a cold absorption threshold, and add the binding energy if the edges are excitonic. The numerical output lists most of the values used.

## Table of computed values

```
indirect gap (rough) = 1.170 eV
phonon energy (rough) = 58 meV
exciton binding (rough) = 15 meV
direct energy (rough) = 3.4 eV
temperature = 20 K, kT = 1.723 meV
luminescence edge = 1.112 eV = 1115 nm
absorption threshold = 1.228 eV = 1010 nm
edge separation = 116 meV
luminescence peak, free pairs = 1.1154 eV
peak above edge, free pairs = 3.45 meV
peak above edge, excitons = 0.86 meV
exciton luminescence edge = 1.097 eV
exciton absorption threshold = 1.213 eV
-- small Hamiltonian --
optical coupling = 10 meV
phonon coupling = 10 meV
absorption resonance = 1.22796 eV
emission resonance = 1.11200 eV
resonance separation = 115.96 meV
separation with binding = 115.96 meV
absorption amplitude, diagonalized = 46.04 ueV
absorption amplitude, formula = 46.04 ueV
emission amplitude, diagonalized = 43.72 ueV
emission amplitude, formula = 43.71 ueV
largest cold departure below gap = 4.1e-05
resonance with phonon supplied = 1.11200 eV
-- phonon weights --
phonon number at 20 K = 2.42e-15
n/(n+1) at 20 K = 2.42e-15
destroy/create absorption, 10 meV above threshold, 20 K = 3.85e-13
phonon number at 300 K = 1.19e-01
n/(n+1) at 300 K = 1.06e-01
destroy/create absorption, 10 meV above threshold, 300 K = 1.68e+01
n/(n+1) reaches 1 percent at 146 K
-- neglected effects --
pair density = 1e+15 cm^-3
unbound fraction of pairs = 0.054
density / conduction-band states = 2.1e-03
second phonon (rough) = 18 meV
second-phonon luminescence edge = 1.152 eV
second-phonon absorption edge = 1.188 eV
mixed-phonon separation = 76 meV
valley wavevector = 9.84 nm^-1
photon wavevector in crystal = 0.0208 nm^-1
phonon slope (rough) = 3 km/s
common edge shift from slope = 36 ueV
gap drop, 0 to 20 K = 0.28 meV
gap drop, 0 to 300 K = 45 meV
```
